# Quantized Hall conductivity from filled magnetic bands and from averaged boundary twists, part 2

The problem is to find the Hall conductivity of \(N\) electrons, possibly interacting or in a disordered potential, on a finite torus in a magnetic field, and to relate it to an integer. Electrons have charge \(-e\) with \(e>0\), spin is left out, and Gaussian units are used. Time is \(\tau\), \(\delta A_y\) is the change of vector potential that produces the field \(E_y\), and \(j_x=\sigma_{xy}E_y\).

The torus has sides \(L_x,L_y\) and holds an integer number of flux quanta. Carrying any one electron around it gives the wave function \(\Psi\) a phase \(\theta_x\) or \(\theta_y\), the twist, besides the magnetic-translation phase. The function \(\Phi\), with Hamiltonian \(H(\boldsymbol\theta)\), obeys conditions independent of \(\boldsymbol\theta\):

\[
\Psi=\exp\left[i\sum_i\left(\frac{\theta_xx_i}{L_x}+\frac{\theta_yy_i}{L_y}\right)\right]\Phi .
\]

With \(\partial_x,\partial_y\) now derivatives in the twists, the total velocity is

\[
V_x=\sum_iv_{x,i}=\frac{L_x}{\hbar}\,\partial_xH(\boldsymbol\theta).
\]

At every twist the ground state \(|0\rangle\), energy \(E_0\), is assumed nondegenerate and separated by a gap from the excited states \(|m\rangle\), energies \(E_m\).

For any Hamiltonian with parameters and a nondegenerate level \(|n\rangle\) of energy \(\varepsilon_n\), with \(m\ne n\),

\[
\langle m|\partial_in\rangle=
\frac{\langle m|\partial_iH|n\rangle}{\varepsilon_n-\varepsilon_m}.
\tag{2}
\]

The first derivation treated independent electrons in a crystal with Bloch momentum \(\mathbf k\). Its stiffness term, proportional to \(\partial_x\partial_y\varepsilon_n\), cancels over a filled band. With \(\Omega_n\) the Berry curvature in \(\mathbf k\), one filled band gives

\[
\sigma_{xy}=-\frac{e^2}{h}C,\qquad
C=\frac1{2\pi}\int_{\text{zone}}\Omega_n\,d^2k .
\tag{3}
\]

The edge-phase proof obtained the integer \(C\) from the winding of the phase between opposite edges of the magnetic zone.

The example is a square lattice with hopping amplitude \(-t\) and one third of a flux quantum per cell, so the magnetic cell has three columns. Its lowest band has \(C=1\) and a gap of \(1.27t\) above it. The final table also includes tests with a field growing as \(e^{\eta\tau}\), and with two of the three columns raised by a potential, which changes \(C\) to 0 at \(3t\).

### A steady field as a moving twist

A constant field \(E_y\) corresponds to \(\delta A_y=-cE_y\tau\). Comparing \(e\,\delta A_y/c\) with \(\hbar\,\delta\theta_y/L_y\) shows that the field drives the twist at the rate

\[
\dot\theta_y=-\frac{eE_yL_y}{\hbar}.
\tag{5}
\]

For a weak field that has been switched on gradually, the state follows the ground state with small admixtures. Choose the phase of \(|0\rangle\) along the path so that \(\langle0|\partial_\tau0\rangle=0\), and write

\[
|\Phi(\tau)\rangle=e^{-i\int E_0d\tau/\hbar}\left(|0\rangle+\sum_{m\ne0}a_m|m\rangle\right).
\]

Insert this into the Schrödinger equation and project on \(|m\rangle\). Terms containing \(\dot a_m\), or \(a_m\) times a rate of change of a state, are of second order in the slow rate. To first order,

\[
E_0a_m+i\hbar\langle m|\partial_\tau0\rangle=E_ma_m,
\qquad a_m=\frac{i\hbar\langle m|\partial_\tau0\rangle}{E_m-E_0}.
\]

The expansion requires \(|a_m|\ll1\). By equation (2), this means that \(\hbar|\dot\theta_y\langle m|\partial_yH|0\rangle|\) is small compared with \((E_m-E_0)^2\). The rate in equation (5) is proportional to \(L_y\), but \(\partial_yH=\hbar V_y/L_y\), where \(V_y\) is the total velocity along \(y\). The length cancels, \(\dot\theta_y\partial_yH=-eE_yV_y\), and the condition reads \(\hbar e|E_y\langle m|V_y|0\rangle|\ll(E_m-E_0)^2\).

The complex conjugate of equation (2) gives \(\langle0|\partial_xH|m\rangle=-(E_m-E_0)\langle\partial_x0|m\rangle\). The energy denominators then cancel:

\[
\langle\partial_xH\rangle=\partial_xE_0
-i\hbar\sum_{m\ne0}\left(\langle\partial_x0|m\rangle\langle m|\partial_\tau0\rangle-\text{c.c.}\right).
\]

The missing term \(m=0\) contributes nothing in the chosen phase convention, so completeness applies. Using \(|\partial_\tau0\rangle=\dot\theta_y|\partial_y0\rangle\), with the phase choice along the path understood, gives

\[
\langle\partial_xH\rangle=\partial_xE_0-\hbar\dot\theta_yF,\qquad
F=i\left(\langle\partial_x0|\partial_y0\rangle-\langle\partial_y0|\partial_x0\rangle\right).
\]

The curvature \(F\) itself does not depend on the phase choice. A change \(|0\rangle\to e^{i\beta}|0\rangle\) adds a gradient to \(i\langle0|\partial_i0\rangle\), and \(F\) is the curl of that vector.

The current density is \(j_x=-e\langle V_x\rangle/(L_xL_y)\). Substituting the rate of the twist gives

\[
j_x=-\frac{e}{\hbar L_y}\partial_xE_0-\frac{e^2}{\hbar}E_yF(\boldsymbol\theta).
\tag{6}
\]

The area has cancelled from the Hall term. The first term is a persistent current, which a finite torus can carry without a field. As \(\theta_y\) moves, this current changes in proportion to \(\partial_x\partial_yE_0\). That change is the many-electron form of the stiffness term in the first derivation.

### Averaging over the twists

The boundary condition is periodic in each twist, and so is \(E_0\). The average of \(\partial_xE_0\) over \(0\le\theta_x<2\pi\) is zero. Averaging equation (6) over both twists with equal weight gives

\[
\overline{\sigma}_{xy}=-\frac{e^2}{\hbar}\frac1{(2\pi)^2}\int_0^{2\pi}\!\!\int_0^{2\pi}F\,d\theta_xd\theta_y
=-\frac{e^2}{h}C,
\tag{7}
\]

where now \(C=(2\pi)^{-1}\int F\,d^2\theta\). The average runs over all boundary conditions of the torus.

It also has a transport meaning. The twist \(\theta_y\) completes one period in the time \(h/(eE_yL_y)\). Multiplying this time by the averaged current through a line of length \(L_y\) gives the charge \(-eC\). On average, \(C\) electrons cross in the positive \(x\) direction during each period.

### A second proof of the integer

The integer can be found from overlaps on a mesh, without a smooth phase over the whole twist torus. Use the functions \(\Psi\), whose boundary conditions repeat after \(2\pi\). This does not change the integral. If \(X\) and \(Y\) are the sums of the electron coordinates within the cell, then

\[
i\langle\Psi|\partial_x\Psi\rangle=i\langle\Phi|\partial_x\Phi\rangle-\frac{\langle X\rangle}{L_x},
\]

and likewise for \(y\). The curvatures of \(\Psi\) and \(\Phi\) therefore differ by \(\partial_y\langle X\rangle/L_x-\partial_x\langle Y\rangle/L_y\). The density is periodic in the twists, so the integral of this difference vanishes.

Cover the twist torus with small rectangles. For each one, multiply the overlaps \(\langle\Psi_a|\Psi_b\rangle\) of successive corners, going counterclockwise. Let the phase of the product be \(-f\), with \(-\pi<f\le\pi\). A change of phase at any corner cancels from the product, because that state appears once as a bra and once as a ket.

To relate \(f\) to the curvature, expand one overlap about the midpoint of its side, of length \(\delta\). With a smooth local phase and a prime for the derivative along the side,

\[
\left\langle\Psi(-\tfrac\delta2)\middle|\Psi(\tfrac\delta2)\right\rangle
=1+\delta\langle\Psi|\Psi'\rangle+r\delta^2+O(\delta^3),
\]

where \(r=\frac18(\langle\Psi|\Psi''\rangle+\langle\Psi''|\Psi\rangle)-\frac14\langle\Psi'|\Psi'\rangle\) is real. The phase is therefore \(-\delta\,i\langle\Psi|\Psi'\rangle\) up to third order. This is minus the line integral of the connection, to the same accuracy. Around a rectangle the sum is minus the enclosed curvature, so

\[
f=\int_{\text{rectangle}}F\,d^2\theta+O(\delta^3).
\]

There are of order \(\delta^{-2}\) rectangles, and the total error is at most of order \(\delta\). It vanishes as the mesh is refined.

Now multiply the phase factors of all rectangles. Every side belongs to two rectangles and is traversed once in each direction. Its phase cancels, and the complete product is 1. Hence \(\sum f=2\pi\) times an integer on every mesh without vanishing overlaps. The limit of the sum is \(\int F\,d^2\theta=2\pi C\), so \(C\) is an integer.

A coarse mesh also returns an integer, but it could be the wrong one. The integer form of a computed overlap sum is thus no evidence of convergence. Agreement with an independent average of \(F\) is better evidence.

### Recovering the filled band

For independent electrons the state is a determinant of filled orbitals \(\phi_a\). The overlap of two determinants is the determinant of the orbital overlaps. For a small change \(\delta\) of one twist,

\[
\det\left[\delta_{ab}+\delta\langle\phi_a|\partial\phi_b\rangle\right]
=1+\delta\sum_a\langle\phi_a|\partial\phi_a\rangle+O(\delta^2).
\]

The connections add, and therefore the curvatures add. In a clean crystal on a torus made of whole magnetic cells, the allowed momenta are \(k_i=(\theta_i+2\pi n_i)/L_i\) with integer \(n_i\). Each orbital contributes \(\Omega(\mathbf k)/(L_xL_y)\) to \(F\), because \(\partial/\partial\theta_i=L_i^{-1}\partial/\partial k_i\). When the twists cover their square, the momenta together cover the magnetic zone once, with \(d^2\theta=L_xL_y\,d^2k\). Equation (7) becomes equation (3).

A disordered torus of independent electrons can likewise be read as one cell of an infinite crystal in which the same disorder repeats. Then \(\theta_i/L_i\) is the Bloch momentum of that crystal.

### What one boundary condition gives

For the clean crystal the difference between one twist and the average can be derived. Let \(S_c\) be the area of the magnetic cell, and expand \(\Omega(\mathbf k)=\sum_{\mathbf R}\Omega_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\) over its lattice vectors. Summing over the allowed momenta removes every \(\mathbf R\) that is not a whole number of turns around the torus:

\[
2\pi F(\boldsymbol\theta)=\frac{2\pi}{S_c}\sum_{n_x,n_y}
\Omega_{(n_xL_x,\,n_yL_y)}\,e^{i(n_x\theta_x+n_y\theta_y)} .
\tag{8}
\]

The term with \(n_x=n_y=0\) is \(C\). The others come from displacements that wind around the torus. For a lattice model with finite-range hopping and an isolated band, \(\Omega\) is analytic in a strip around real \(\mathbf k\). Shifting the integration path for \(\Omega_{\mathbf R}\) into that strip shows that the winding terms fall exponentially with size.

With disorder or interactions, the harmonics in the twists again describe winding around the torus. A local Hamiltonian with a gap that stays open as the system grows should suppress them. This is a physical argument for replacing the average by one twist in a large system; equation (7) alone does not prove it.

The one-third-flux lattice shows the effect for free electrons. Site energies are drawn from an interval of width \(1.0t\), with one realization per size. The spread is the largest minus the smallest value of the Hall term on 36 twists, and the last column gives the largest value on the same twists.

| Torus | Spread of \(\sigma_{xy}\) \((e^2/h)\) | Largest \(\lvert\partial_x\partial_yE_0\rvert\) \((t)\) |
|---|---:|---:|
| 6×6 | 1.01 | 0.0169 |
| 9×9 | 0.293 | 0.0028 |
| 12×12 | 0.090 | 0.0005 |

The averages differ from \(-1\) by about \(2\times10^{-6}\) or less. The spread falls by factors of \(0.293/1.01=0.29\) and \(0.090/0.293=0.31\). This disorder is weak compared with the gap, and the clean tori give nearly the same spreads on these twists, \(1.02\), \(0.296\) and \(0.087\). The table therefore shows mainly the winding terms of equation (8), which in the clean crystal fall by a factor of about \(0.30\) for every three sites; it does not test strong disorder. The 36 twists also miss the extremes: on a 12×12 mesh of twists the spread of the disordered 6×6 torus is \(1.21\).

The last column tells how soon the change in the persistent current can rival the Hall term at one twist. The persistent current present without the field is a separate contribution, and in a weak field it can exceed the Hall term from the start. In a time \(\tau\) the moving twist changes the persistent current by \((e^2E_y\tau/\hbar^2)\partial_x\partial_yE_0\), if the derivative is treated as constant. This equals a Hall current of size \((e^2/h)E_y\) when \(\tau=\hbar/(2\pi|\partial_x\partial_yE_0|)\). For the largest values in the table, that time is about \(9\hbar/t\) on the 6×6 torus and \(0.159/0.000507\approx310\,\hbar/t\) on the 12×12 torus.

### Four interacting electrons

The 3×4 torus contains \(12/3=4\) flux quanta and four electrons. It has the same disorder width and a repulsion of \(1.0t\) between neighbours. Diagonalization in the full space of 495 configurations gives a smallest gap of \(1.12t\) on an 8×6 mesh of twists; between the mesh points the gap is smaller, down to \(1.02t\) on a 16×12 mesh.

The state is not a single determinant, whose natural occupations would be ones and zeros. At one of the twists, the fourth and fifth occupations are \(0.993\) and \(0.0045\), and \(0.026\) electrons lie outside the four most occupied orbitals. At this twist correlation is present but weak, since this is \(0.026/4=0.65\%\) of the electrons.

On these 48 twists the Hall term ranges from \(-2.88\) to \(-0.23\,e^2/h\); on a 16×12 mesh the range widens to \(-3.91\) to \(-0.22\,e^2/h\). Its mesh average is \(-0.992\,e^2/h\), and the overlaps give \(C=1\). If the gap stays open between the mesh points, the continuous average is an integer multiple of \(e^2/h\), and the remaining \(0.8\%\) is the error of sampling a strongly varying curvature at 48 points. Refining the mesh bears this out: on 16×12 twists the average is \(-1.0000\,e^2/h\), and nearly all of the change comes from doubling the number of twists along the short side.

### What each derivation assumes

The band derivation needs independent electrons, a perfect crystal and rational flux per cell. The filled bands must be separated from the empty ones, and the Fermi energy must lie between them. The edge-phase proof of the integer also needs each filled band to be separated from its neighbours. If filled bands touch one another, only their total is defined, and its integer follows from the overlap proof applied to the determinant of all filled orbitals. In return, it describes an infinite crystal directly: the sum over momenta is part of the physical system, so no averaging over boundary conditions has to be justified.

The twist derivation needs neither bands nor independent electrons. It assumes a finite torus and a ground state that is nondegenerate and gapped at every twist. Its exact statement concerns an average over boundary conditions, whereas a given sample has one. The step between them requires locality and a gap that survives in a large system.

Both integer proofs fail if the relevant level touches another. With several degenerate ground states, one state may turn into another when a twist advances by \(2\pi\). It then does not return to itself, and the closed-surface argument for a single state does not apply. Disorder can also place localized states at the Fermi energy. The excitation gap then need not remain open as the sample grows, and the derivation given here does not cover that case.

For a calculation, the assumptions suggest a division of effort. In a clean crystal of independent electrons, a converged momentum mesh is sufficient. On a small interacting or disordered cluster, the quantity tied to the integer is the average over twists. The mesh of twists should be refined until this average stops changing, with the gap checked at each twist. A small spread over a few twists does not by itself justify using only one. In a clean crystal, for example, twists related by symmetry give equal values, and all of them can differ from the average.

## Table of computed values

```
e^2/h, Gaussian: 3.48182e+07 cm/s
e^2/h, SI: 3.874046e-05 S
h/e^2, SI: 25812.807 ohm
flux per plaquette: 0.333333 flux quanta
band 1: bottom -2.7316 t, top -2.0011 t, Chern +1.000000
band 2: bottom -0.7305 t, top 0.7305 t, Chern -2.000000
band 3: bottom 2.0011 t, top 2.7316 t, Chern +1.000000
gap above lowest band: 1.2706 t
Kubo sigma_xy, 1 band filled: -1.00000000 e^2/h
Kubo sigma_xy, 2 bands filled: +1.00000000 e^2/h
edge-phase winding, lowest band: -1.000000 turns
field growth rate eta: 0.10 t/hbar
sigma_xy from time evolution: -0.99759 e^2/h
sigma_xy, Kubo at same eta: -0.99809 e^2/h
column potential where C changes: 2.9991 t
gap at touching point for 3 t: 1.0e-15 t
|Kubo sigma_xy| at column potential 7 t: 0.000000 e^2/h
disorder full width: 1.00 t
free torus 6x6: smallest gap 1.1358 t
  twist-averaged sigma_xy -0.999998 e^2/h
  spread of sigma_xy over twists 1.01e+00 e^2/h
  largest stiffness per site 1.69e-02 t
free torus 9x9: smallest gap 1.1230 t
  twist-averaged sigma_xy -1.000000 e^2/h
  spread of sigma_xy over twists 2.93e-01 e^2/h
  largest stiffness per site 2.82e-03 t
free torus 12x12: smallest gap 1.1081 t
  twist-averaged sigma_xy -1.000000 e^2/h
  spread of sigma_xy over twists 8.99e-02 e^2/h
  largest stiffness per site 5.07e-04 t
link Chern number, free 6x6 torus: +1.000000
interacting torus: 3x4 sites, 4 electrons, dim 495
nearest-neighbour repulsion: 1.00 t
smallest many-body gap on twist mesh: 1.1206 t
sigma_xy at single twists: -2.8833 to -0.2302 e^2/h
twist-averaged sigma_xy: -0.991900 e^2/h
many-body link Chern number: +1.000000
natural occupation 4: 0.9931, 5: 0.0045
electrons outside top 4 natural orbitals: 0.0261
```
